# Static and adiabatic capture amplitudes agree when the gap is not frozen

A calculation of hole capture by an oxide defect needs one matrix element between the initial and final vibronic states. Two recipes are available. The static recipe uses the off-diagonal potential between two fixed electronic states. The adiabatic recipe uses electronic states that follow the nuclei, and takes the nuclear kinetic energy as the cause of the transition. If the energy denominator of the second recipe is evaluated once, at the initial minimum, the two capture coefficients in the example below differ by a factor of about 2500 at 300 K. One must decide which to use, and whether the two describe separate mechanisms whose contributions should be added.

## The counter-example

The claim to be refuted is that the two recipes give different amplitudes because they describe different physics.

Use atomic units and one mass-weighted coordinate $Q$, with $T=-\tfrac12\partial^2$ and $\partial=d/dQ$. Let $|i\rangle$ and $|f\rangle$ be the electronic eigenstates at the initial minimum $Q=0$, kept fixed as $Q$ changes. Their coupling $V(Q)$ vanishes at $Q=0$ by construction, so to lowest order $V=WQ$. The potentials are

$$E_i=\tfrac12\omega^2Q^2,\qquad E_f=\tfrac12\omega^2(Q-d)^2-p\,\omega .$$

The integer $p$ is the number of quanta released. With the Huang–Rhys factor $S=\omega d^2/2$, the gap is

$$\Delta(Q)=E_i-E_f=\omega^2 d\,Q+(p-S)\omega .$$

At the initial minimum it is $\Delta_0=(p-S)\omega$. It vanishes at the crossing $Q_c=(S-p)/(\omega d)$.

**Static amplitude.** Let $\chi_i$ be the lowest level of $T+E_i$ and $\chi_f$ level $p$ of $T+E_f$. Their energies coincide: $\varepsilon_i=\varepsilon_f=\omega/2$. Since $\Delta=(T+E_i)-(T+E_f)$,

$$\langle\chi_f|\Delta|\chi_i\rangle=(\varepsilon_i-\varepsilon_f)\langle\chi_f|\chi_i\rangle=0. \tag{1}$$

Here $\Delta=\omega^2d\,(Q-Q_c)$, so (1) says $\langle\chi_f|Q|\chi_i\rangle=Q_c\langle\chi_f|\chi_i\rangle$. Hence

$$M_s=\langle\chi_f|V|\chi_i\rangle=WQ_c\langle\chi_f|\chi_i\rangle .$$

**Adiabatic amplitude.** Write the following state as $\phi_i=|i\rangle+a|f\rangle$. The $f$ component of the electronic eigenvalue equation is, to first order, $V+E_fa=E_ia$, which gives $a=V/\Delta$. For $\phi_f=|f\rangle+b|i\rangle$ the $i$ component is $V+E_ib=E_fb$, so $b=-V/\Delta$. With $\theta=V/\Delta$,

$$\phi_i=|i\rangle+\theta|f\rangle,\qquad \phi_f=|f\rangle-\theta|i\rangle .$$

These states diagonalize the electronic energy to first order, so only $T$ connects them. It acts on the product $\phi_i\chi_i$:

$$T(\phi_i\chi_i)=-\tfrac12(\phi_i\chi_i''+2\phi_i'\chi_i'+\phi_i''\chi_i).$$

To first order $\langle\phi_f|\phi_i\rangle=\theta-\theta=0$, $\langle\phi_f|\phi_i'\rangle=\theta'$ and $\langle\phi_f|\phi_i''\rangle=\theta''$. Therefore

$$M_{ad}=\langle\chi_f|-\theta'\partial-\tfrac12\theta''|\chi_i\rangle. \tag{2}$$

With only these two electronic states in the model, the adiabatic potentials differ from $E_i$ and $E_f$ only at second order in $V$, so the same $\chi_i$ and $\chi_f$ serve here.

**Frozen denominator.** The Condon approximation replaces $\Delta(Q)$ by $\Delta_0$. Then $\theta'=W/\Delta_0$ and $\theta''=0$. For the lowest oscillator level $\partial\chi_i=-\omega Q\chi_i$, so

$$M_C=-\frac{W}{\Delta_0}\langle\chi_f|\partial|\chi_i\rangle=\frac{\omega}{\Delta_0}\,W\langle\chi_f|Q|\chi_i\rangle=\frac{M_s}{p-S}. \tag{3}$$

Take $\hbar\omega=0.05$ eV, $S=40$ and $p=10$. The vertical gap is $(10-40)\times0.05=-1.50$ eV. The amplitude ratio is $-1/30$, and the static rate from the lowest level is 900 times the frozen one.

**Which amplitude is right?** An exact spectrum can decide. When two degenerate levels are joined by a small element $M$, they split by $2|M|$. Take $S=1$, $p=3$ and $V=10^{-4}q$, with energies in quanta and $q=\sqrt{\omega}\,Q$. Diagonalizing the full two-surface Hamiltonian gives a splitting of $7.00361\times10^{-5}$. The static element predicts $7.00361\times10^{-5}$. The frozen element predicts $3.50181\times10^{-5}$, half as much, as (3) requires for $p-S=2$.

The spectrum also excludes addition. Static plus frozen amplitude would give $1.05\times10^{-4}$, and doubling the static amplitude would give $1.40\times10^{-4}$. The fault lies in the frozen denominator, as the general result shows.

## The general statement

Let $E_i$, $E_f$ and $V$ be smooth, let $V$ be weak, and let $\chi_i$ and $\chi_f$ be bound levels. Suppose first that $\Delta$ has no zero on the real axis, and that at large $|Q|$ the ratio $\theta=V/\Delta$ and its slope grow too slowly to offset the decay of the bound functions. Then, to first order in $V$,

$$M_{ad}=\langle\chi_f|V|\chi_i\rangle+(\varepsilon_f-\varepsilon_i)\langle\chi_f|\theta|\chi_i\rangle. \tag{4}$$

For levels of equal energy the adiabatic and static amplitudes are the same number.

**Proof.** The product rule gives

$$[T,\theta]\chi_i=-\tfrac12(\theta\chi_i)''+\tfrac12\theta\chi_i''=-\theta'\chi_i'-\tfrac12\theta''\chi_i ,$$

so (2) is $M_{ad}=\langle\chi_f|T\theta-\theta T|\chi_i\rangle$. In the first term let $T$ act to the left. This takes two integrations by parts, whose boundary terms vanish for bound states. The vibrational equations are $T\chi_f=(\varepsilon_f-E_f)\chi_f$ and $T\chi_i=(\varepsilon_i-E_i)\chi_i$. Hence

$$M_{ad}=\langle\chi_f|(\varepsilon_f-E_f-\varepsilon_i+E_i)\,\theta|\chi_i\rangle
=\langle\chi_f|\Delta\theta|\chi_i\rangle+(\varepsilon_f-\varepsilon_i)\langle\chi_f|\theta|\chi_i\rangle .$$

Since $\Delta\theta=V$, this is (4). The denominator cancels against the gap that the kinetic energy produces, point by point in $Q$. The cancellation needs the same function $\Delta(Q)$ in both places.

The proof does not need parabolas. Take $E_f=x^2/2+0.02x^4$, $V=0.3+0.7x+0.2x^2$ and $\Delta=c+1.2\tanh x$. Choose the constant $c$ so that the lowest initial level coincides with the fourth excited final level; the gap is then positive everywhere. Both amplitudes come out as $-0.02764307$ in model units. For the third excited final level, which is off the energy shell, the static value is 0.007335 and the adiabatic one 0.009524. Their difference, 0.002189, is the last term of (4). A calculation that broadens the energy delta function and includes mismatched levels can therefore find a difference between the recipes; for this third level it is 30% of the static amplitude, and for the fifth level about 50%. That difference comes from the broadening.

**What freezing does.** Put $\theta=V/\Delta_0$ into the same algebra, on the energy shell:

$$M_C=\frac{1}{\Delta_0}\langle\chi_f|\Delta(Q)\,V|\chi_i\rangle. \tag{5}$$

The correct integrand has been multiplied by the weight $\Delta(Q)/\Delta_0$. By (1), this weight averages to zero over the overlap density $\chi_f\chi_i$, which may change sign. For the displaced oscillators, subtracting $WQ_c\langle\chi_f|\Delta|\chi_i\rangle=0$ from (5) leaves

$$M_C=\frac{W\omega^2d}{\Delta_0}\langle\chi_f|(Q-Q_c)^2|\chi_i\rangle .$$

For these oscillators the static amplitude is the coupling at the crossing times the overlap. The frozen one is proportional to the second moment of the overlap density about the crossing. That is a different quantity, and because the density can change sign, it need not have the sign of the overlap.

## When the surfaces cross

In the capture example $\Delta(Q_c)=0$ while $V(Q_c)\neq0$. Then $\theta$ has a pole on the real axis, and the integrations by parts fail there. First-order mixing is also invalid close to the crossing, where the exact adiabatic states exchange their $i$ and $f$ character.

The remedy is to shift the coordinate, $Q\to Q+i\eta$. With $P=-i\partial$ one has $e^{-\eta P}Qe^{\eta P}=Q+i\eta$, which is a similarity transformation. For the oscillator potentials used here the bound functions are entire and still decay along the shifted line, so the energy levels are unchanged. On that line $\Delta$ has no zero, and the mixing is small if $V$ is small compared with $\eta$ times the slope of $\Delta$.

It remains to show that the side of the pole does not matter. For any smooth $g$, $\chi_fTg-(T\chi_f)g=\tfrac12(\chi_f'g-\chi_fg')'$. Setting $g=\theta\chi_i$ and repeating the algebra of the proof gives the pointwise identity

$$\chi_f[T,\theta]\chi_i=\chi_fV\chi_i+(\varepsilon_f-\varepsilon_i)\chi_f\theta\chi_i+\tfrac12\big[\chi_f'\theta\chi_i-\chi_f(\theta\chi_i)'\big]' .$$

Here $\chi_f$ is the real function continued to complex argument, without conjugation. On shell the middle term is absent. The first term has no pole, and the last is the derivative of a single-valued function, so it has no residue. Lines above and below $Q_c$ therefore agree, and both give $\int\chi_fV\chi_i\,dQ$ on the real axis. Off shell the middle term has the residue $(\varepsilon_f-\varepsilon_i)\chi_f\chi_iV/\Delta'$ at $Q_c$. The line below minus the line above then gives $2\pi i$ times this residue, and the adiabatic element depends on the line.

For the capture example, with $\eta$ equal to half the oscillator length $\omega^{-1/2}$, the largest mixing on the line is 0.044. In units of $W$ times the oscillator length, the lowest-level amplitudes are $3.716\times10^{-4}$ (static), $3.716\times10^{-4}$ (full adiabatic) and $-1.239\times10^{-5}$ (frozen).

The agreement is established at first order in $V$. If the coupling is strong enough for a single passage of the crossing to transfer the hole with appreciable probability, neither first-order amplitude suffices.

## Separate promoting and accepting modes

Often one mode $u$ supplies the coupling and another, $Q$, takes up the energy. Let $V=Wu$, let $u$ have frequency $\omega_u$ and no displacement, and let $\Delta$ depend on $Q$ alone. Consider emission of one promoting quantum. With $\theta=Wu/\Delta(Q)$, the commutator with $T=T_u+T_Q$ has two parts:

$$M_{ad}=W\langle1|[T_u,u]|0\rangle\Big\langle\chi_f\Big|\frac1\Delta\Big|\chi_i\Big\rangle+W\langle1|u|0\rangle\Big\langle\chi_f\Big|\Big[T_Q,\frac1\Delta\Big]\Big|\chi_i\Big\rangle .$$

In the first part $[T_u,u]=-\partial_u$ and $\partial_u|0\rangle=-\omega_uu|0\rangle$, so the promoting factor is $\omega_u\langle1|u|0\rangle$. In the second, total energy conservation leaves the accepting mode with $\varepsilon_f-\varepsilon_i=-\omega_u$. Equation (4) with $V$ replaced by 1 gives $\langle\chi_f|\chi_i\rangle-\omega_u\langle\chi_f|1/\Delta|\chi_i\rangle$. The terms in $1/\Delta$ cancel:

$$M_{ad}=W\langle1|u|0\rangle\langle\chi_f|\chi_i\rangle=M_s .$$

If the surfaces cross, both parts must be taken on the same shifted line.

Freezing the gap replaces $1/\Delta$ by $1/\Delta_0$ in the first part and removes the second. This leaves $M_C=(\omega_u/\Delta_0)M_s$. For $\omega_u=0.7$ accepting quanta, $S=1.5$ and final accepting level 5, the vertical gap is $5+0.7-1.5=4.2$ quanta. The frozen amplitude is $0.7/4.2=1/6$ of the static one, while the full one reproduces the static value. The frozen form ignores the variation of the denominator along the accepting mode, in both parts.

## Capture at the Si/SiO2 interface

Now apply the one-mode model to a hole in the inversion layer of a p-channel silicon transistor. The hole is captured by a neutral defect 0.5 nm inside the oxide at a field of 5 MV/cm. The coupling slope is chosen as $W=0.01$ eV/(amu$^{1/2}$ Å) for a hole normalized in $\Omega=1$ nm³. The relaxation energy is $40\times0.05=2.00$ eV and the energy released is 0.50 eV. The final minimum lies at $d=2.586$ amu$^{1/2}$ Å. From the definitions, $Q_c/d=(S-p)/(2S)=0.375$, so

$$Q_c=0.970\ \text{amu}^{1/2}\,\text{Å},\qquad V(Q_c)=0.0097\ \text{eV},\qquad E_b=2.00\times0.375^2=0.281\ \text{eV},$$

where $E_b=\tfrac12\omega^2Q_c^2$ is the classical barrier.

Let $P_m$ be the thermal population of initial level $m$. Equation (1) holds for every pair $m\to m+p$, so the static rate factorizes. Spreading each discrete line over one quantum gives

$$C=\Omega\,\frac{2\pi}{\hbar}\,\frac{V(Q_c)^2}{\hbar\omega}\,F,\qquad F=\sum_mP_m|\langle\chi_{f,m+p}|\chi_{i,m}\rangle|^2 .$$

The factor before $F$ is $1.8\times10^{-8}$ cm³/s, and $F$ is about $4.1\times10^{-6}$ at 300 K. The capture coefficients, in cm³/s, are:

| $T$ | Static | Full adiabatic | Frozen |
|---|---|---|---|
| 300 K | $7.3\times10^{-14}$ | $7.3\times10^{-14}$ | $2.9\times10^{-17}$ |
| 400 K | $4.8\times10^{-13}$ | $4.8\times10^{-13}$ | $1.4\times10^{-16}$ |

The static-to-frozen ratio is about 2500 at 300 K and 3500 at 400 K, against 900 from the lowest level alone. A constant correction factor therefore cannot repair the frozen result.

The classical limit supplies a second check. There the rate is a phase-space average of the squared coupling over points with $\Delta(Q)=0$. The static coupling contributes $W^2Q_c^2$. The frozen operator $-(W/\Delta_0)\partial=-i(W/\Delta_0)P$ contributes $(W/\Delta_0)^2\langle P^2\rangle$, with $\langle P^2\rangle=kT$. With $\hbar$ restored and $Q_c^2=2E_b/\omega^2$,

$$\frac{R_C}{R_s}\to\frac{\hbar^2kT}{\Delta_0^2Q_c^2}=\frac{(\hbar\omega)^2kT}{2E_b\Delta_0^2}.$$

At $kT=10\hbar\omega$, far above any device temperature and used only to reach the limit, this gives $9.88\times10^{-4}$. The level sum gives $9.90\times10^{-4}$. The static-to-frozen ratio is then about 1010, so it first rises with temperature and later falls.

The absolute rate is much less certain than the agreement between the recipes. The parameters are round values in the rough range of oxide hole traps, and $W$ is not computed for a particular defect. At 300 K the cross section is about $7\times10^{-21}$ cm², using the thermal speed for the free-electron mass. These figures omit tunnelling into the oxide. A rough barrier of 4.5 eV and mass of 0.4 electron masses multiply the rate by about $10^{-3}$. At a hole density of $10^{19}$ cm⁻³ the capture time is then of the order of 1 ms.

Some further sensitivities and checks of the static rate:

- An extra 1 MV/cm adds one quantum through the potential drop over 0.5 nm of oxide and raises the rate by a factor of 1.8, with $S$, $\omega$ and $W$ held fixed. This leaves out confinement in the inversion layer. A triangular-well estimate puts the lowest hole subband roughly 0.2 to 0.35 eV from the band edge at this field, so the 0.50 eV should be read as counted from that subband. The same estimate moves the subband by a further half to one quantum per extra MV/cm, which makes the field dependence steeper. The neglected mean kinetic energy of the hole, 0.039 eV if the holes are treated as a three-dimensional gas, is about 0.8 of a quantum.
- A final-state frequency 10% lower raises the rate about sevenfold, with $d$, $W$ and the released energy held fixed. The levels no longer coincide, so this figure assumes a Gaussian smearing with a standard deviation of half a quantum; a quarter of a quantum already lowers the factor to about 3, and narrower smearings lower it further.
- The chosen hole density is 0.4 of a rough band density of states, so Boltzmann statistics are already marginal. It is a round value, not derived from the field. An oxide field of 5 MV/cm induces about $10^{13}$ charges per cm², which in a layer about 2 nm thick gives a few times $10^{19}$ cm⁻³ and makes the holes more degenerate.
- The estimated transition probability per classical passage of the crossing at the root-mean-square thermal speed, with the hole spread over its share of the layer, is $4\times10^{-4}$; it varies inversely with the speed. This supports the first-order treatment.

In amorphous oxide the depth, relaxation energy and level position vary from site to site, so one parameter set cannot represent all traps in a device.

For the practical decision, use one amplitude, once. If an electronic-structure calculation supplies the derivative coupling $\langle\phi_f|\partial\phi_i\rangle$ at the initial minimum, that number is $W/\Delta_0$, because $V(0)=0$. Multiply it by $\Delta_0$ from the same calculation to recover $W$, then evaluate $W\langle\chi_f|Q|\chi_i\rangle$. This holds for two electronic states, weak coupling linear in $Q$ and a nonzero gap at that geometry. In a real defect with a large relaxation, other electronic states mix in as $Q$ grows. The vibrational functions must then come from the relaxed energy surfaces, not from states frozen at $Q=0$, and the effective coupling need not stay linear out to the crossing. The numerical output below lists the values in full.

## Table of computed values

```
anharmonic, on shell: static -0.02764307, adiabatic -0.02764307 (model units)
anharmonic, off shell: static 0.007335, adiabatic 0.009524 (model units)
off-shell difference from formula: 0.002189 (model units)
splitting model: S = 1, p = 3, w = 1e-04 quanta
exact splitting: 7.00361e-05 quanta
splitting from static element: 7.00361e-05 quanta
splitting from frozen denominator: 3.50181e-05 quanta
two modes: promoting 0.7 quanta, vertical gap 4.20 quanta
two modes: frozen/static amplitude 0.16667
two modes: full/static amplitude 1.00000000
phonon quantum: 0.05 eV; S = 40; quanta released p = 10
relaxation energy: 2.00 eV; energy released: 0.50 eV
vertical gap at initial minimum: -1.50 eV
final-minimum displacement: 2.586 amu^1/2 angstrom
crossing point: 0.970 amu^1/2 angstrom
classical barrier: 0.2812 eV
coupling slope W: 0.01 eV/(amu^1/2 angstrom) in 1 nm^3
coupling at crossing: 0.00970 eV
ground level, static element / w: 3.716251e-04
ground level, full adiabatic / w: 3.716251e-04
ground level, frozen denominator / w: -1.238750e-05
ground level, frozen/static amplitude: -0.033333
ground level, static/frozen rate: 900.0
300 K capture coefficient, static: 7.3245e-14 cm^3/s
300 K capture coefficient, full adiabatic: 7.3245e-14 cm^3/s
300 K capture coefficient, frozen: 2.9371e-17 cm^3/s
300 K static/frozen rate: 2494
400 K capture coefficient, static: 4.8374e-13 cm^3/s
400 K capture coefficient, full adiabatic: 4.8374e-13 cm^3/s
400 K capture coefficient, frozen: 1.3695e-16 cm^3/s
400 K static/frozen rate: 3532
kT = 10 quanta: frozen/static rate 9.8972e-04, classical 9.8765e-04
300 K cross section (free-electron mass): 6.807e-21 cm^2
largest mixing on shifted line: 0.0443
half-width of strong mixing on real axis: 0.00627 amu^1/2 angstrom
trap depth: 0.5 nm; oxide field: 5 MV/cm
energy released at zero field: 0.25 eV
oxide hole barrier 4.5 eV, mass 0.4 m_e (rough)
tunnelling factor on rate: 1.03e-03
hole density: 1e+19 cm^-3
300 K capture time with tunnelling: 1.32e-03 s
rate factor for +1 MV/cm (+0.05 eV): 1.83
mean hole kinetic energy at 300 K: 0.0388 eV
rate factor, final frequency 10% lower: 6.92
hole density / band density of states (mass m_e): 0.40
transition probability per crossing pass: 3.7e-04
```
